# Inversion-Layer Width: The Minus One-Third Law and Its Screening Correction: a numerical check

```python
"""Width of the lowest subband of an inversion layer.

Result under test: an electron of mass m behind a hard wall at z = 0, pressed
to the wall by a uniform force F, has mean distance from the wall
    w = <z> = (c / (m F))**(1/3),   c = <z>**2 <p**2>  (a pure number),
so w varies as F**(-1/3) and as m**(-1/3).  Hartree atomic units throughout.
Also tested: the same layer with its own charge included (Hartree level).
  surface field F_s = f_dep + f_inv (depletion and inversion contributions)
  share s = f_inv / F_s
  tail Q(z) = fraction of the layer's electrons lying beyond z
The numerical side is a finite-difference diagonalization on one fixed grid
in bohr, which knows nothing of the scaling law.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_MEV = HARTREE_J / const.e * 1e3
FIELD_MV_CM = const.physical_constants["atomic unit of electric field"][0] * 1e-8

STEP = 0.1
Z = STEP * np.arange(1, 6001)


def layer(mass, f_dep, f_inv=0.0):
    """Lowest subband; self-consistent when f_inv is not zero."""
    tail = np.exp(-Z / 30.0)
    for _ in range(200):
        field = f_dep + f_inv * tail
        with_wall = np.concatenate(([f_dep + f_inv], field))
        potential = np.cumsum(0.5 * (with_wall[1:] + with_wall[:-1])) * STEP
        diagonal = 1.0 / (mass * STEP**2) + potential
        off = np.full(len(Z) - 1, -0.5 / (mass * STEP**2))
        energies, vectors = eigh_tridiagonal(
            diagonal, off, select="i", select_range=(0, 1))
        psi = vectors[:, 0] / np.sqrt(np.sum(vectors[:, 0]**2) * STEP)
        density = psi**2
        new_tail = 1.0 - (np.cumsum(density) - 0.5 * density) * STEP
        change = np.max(np.abs(new_tail - tail))
        if f_inv == 0.0 or change < 1e-7:
            break
        tail = 0.5 * (tail + new_tail)
    else:
        raise RuntimeError("self-consistency not reached")
    mean = np.sum(density * Z) * STEP
    slopes = np.diff(np.concatenate(([0.0], psi, [0.0]))) / STEP
    return {
        "w": mean,
        "spread": np.sqrt(np.sum(density * (Z - mean)**2) * STEP),
        "E0": energies[0],
        "gap": energies[1] - energies[0],
        "kinetic": np.sum(slopes**2) * STEP / (2 * mass),
        "z_field": np.sum(density * Z * field) * STEP,
        "mean_field": np.sum(density * field) * STEP,
    }


def power(x, y):
    return np.polyfit(np.log(x), np.log(y), 1)[0]


# ---- worked example, uniform field ----
m, F = 1.0, 2e-4
L = (m * F)**(-1 / 3)
numeric = layer(m, F)
a1, a2 = -ai_zeros(2)[0]
w_airy = (2 * a1 / 3) * (2 * m * F)**(-1 / 3)
E_airy = a1 * (F**2 / (2 * m))**(1 / 3)
c_airy = 4 * a1**3 / 27
spread_airy = np.sqrt(4 / 45) * a1 * (2 * m * F)**(-1 / 3)
c_numeric = numeric["w"]**2 * 2 * m * numeric["kinetic"]
assert abs(numeric["w"] / w_airy - 1) < 1e-4
assert abs(numeric["E0"] / E_airy - 1) < 1e-4
assert abs(numeric["spread"] / spread_airy - 1) < 1e-4
assert abs(c_numeric / c_airy - 1) < 3e-4
assert abs(numeric["kinetic"] / (F * numeric["w"] / 2) - 1) < 3e-4
assert abs(numeric["E0"] / (1.5 * F * numeric["w"]) - 1) < 3e-4

# ---- trial shapes: minimize the energy by quadrature, compare with balance ----
shapes = {
    "exponential": (lambda x: x * np.exp(-x / 2),
                    lambda x: (1 - x / 2) * np.exp(-x / 2), 9 / 4),
    "half-Gaussian": (lambda x: x * np.exp(-x**2 / 2),
                      lambda x: (1 - x**2) * np.exp(-x**2 / 2), 6 / np.pi),
}
trial = {}
for name, (shape, slope, c_formula) in shapes.items():
    def trial_moments(scale):
        top = 60.0 * scale
        norm = quad(lambda z: shape(z / scale)**2, 0, top, limit=200)[0]
        mean = quad(lambda z: z * shape(z / scale)**2, 0, top, limit=200)[0]
        p2 = quad(lambda z: (slope(z / scale) / scale)**2, 0, top, limit=200)[0]
        return mean / norm, p2 / norm

    def trial_energy(scale):
        mean, p2 = trial_moments(scale)
        return p2 / (2 * m) + F * mean

    best = minimize_scalar(trial_energy, bounds=(2.0, 80.0), method="bounded",
                           options={"xatol": 1e-6})
    w_min = trial_moments(best.x)[0]
    assert abs(w_min / (c_formula / (m * F))**(1 / 3) - 1) < 1e-4
    assert abs(best.fun / (1.5 * F * w_min) - 1) < 1e-4
    assert best.fun > E_airy and c_formula > c_airy
    trial[name] = (c_formula, w_min, best.fun)

# ---- powers of field and mass ----
fields = np.array([5e-5, 1e-4, 2e-4, 4e-4])
masses = np.array([0.25, 0.5, 1.0, 2.0])
w_field = np.array([layer(m, f)["w"] for f in fields])
w_mass = np.array([layer(mm, F)["w"] for mm in masses])
power_F, power_m = power(fields, w_field), power(masses, w_mass)
assert abs(power_F + 1 / 3) < 1e-4 and abs(power_m + 1 / 3) < 1e-4

# ---- temperature: subband gap and classical layer ----
temperature = 300.0
kT = const.k * temperature / HARTREE_J


def classical_width(f):
    top = 40 * kT / f
    weight = quad(lambda z: np.exp(-f * z / kT), 0, top)[0]
    return quad(lambda z: z * np.exp(-f * z / kT), 0, top)[0] / weight


w_classical = classical_width(F)
assert abs(w_classical / (kT / F) - 1) < 1e-6
assert abs(power(fields, [classical_width(f) for f in fields]) + 1) < 1e-6
assert abs(numeric["gap"] / ((a2 - a1) * (F**2 / (2 * m))**(1 / 3)) - 1) < 1e-4
assert numeric["gap"] > 3 * kT and w_classical < numeric["w"]

# ---- layer's own charge: exponential shape, symbolic ratio <z Q>/<z> ----
x, y = sp.symbols("x y", positive=True)
rho = x**2 * sp.exp(-x) / 2
tail_sym = sp.integrate(rho.subs(x, y), (y, x, sp.oo))
ratio = sp.simplify(sp.integrate(sp.expand(x * rho * tail_sym), (x, 0, sp.oo))
                    / sp.integrate(x * rho, (x, 0, sp.oo)))
assert ratio == sp.Rational(11, 32)


def width_trial(mass, f_surface, share):
    return (9 / (4 * mass * f_surface * (1 - 21 * share / 32)))**(1 / 3)


# fixed share s = 1/2
half_F = [layer(m, f / 2, f / 2) for f in fields]
half_m = [layer(mm, F / 2, F / 2) for mm in masses]
power_half_F = power(fields, [r["w"] for r in half_F])
power_half_m = power(masses, [r["w"] for r in half_m])
assert abs(power_half_F + 1 / 3) < 2e-4 and abs(power_half_m + 1 / 3) < 2e-4

# fixed depletion field, growing inversion charge
f_dep = 5e-5
surface = np.array([1e-4, 2e-4, 4e-4])
shares = 1 - f_dep / surface
gated = [layer(m, f_dep, f - f_dep) for f in surface]
w_gated = np.array([r["w"] for r in gated])
power_gated = power(surface, w_gated)
prefactors = w_gated * (m * surface)**(1 / 3)
assert np.all(np.diff(prefactors) > 0)
assert -1 / 3 + 0.02 < power_gated < 0
for result, f, s in zip(gated, surface, shares):
    assert abs(2 * result["kinetic"] / result["z_field"] - 1) < 5e-4
    assert abs(result["mean_field"] / (f * (1 - s / 2)) - 1) < 1e-4
    assert abs(width_trial(m, f, s) / result["w"] - 1) < 0.10

# ---- printed numbers ----
print(f"mass m = {m:.2f} m_e; field F = {F:.1e} a.u. = {F*FIELD_MV_CM:.3f} MV/cm")
print(f"length L = (mF)^(-1/3), crude estimate c=1: {L:.3f} bohr = {L*BOHR_NM:.3f} nm")
print(f"crude energy 3FL/2 = {1.5*F*L:.6f} hartree")
for name, (c, w, e) in trial.items():
    print(f"{name} shape: c = {c:.4f}, w = {w:.3f} bohr, E = {e:.6f} hartree")
print(f"first two Airy zeros (magnitude): {a1:.5f}, {a2:.5f}")
print(f"Airy result: c = {c_airy:.4f}, w/L = {w_airy/L:.4f}")
print(f"Airy result: w = {w_airy:.3f} bohr = {w_airy*BOHR_NM:.3f} nm")
print(f"Airy result: E0 = {E_airy:.6f} hartree = {E_airy*HARTREE_MEV:.1f} meV")
print(f"Airy result: spread of z = {spread_airy:.3f} bohr")
print(f"diagonalization: w = {numeric['w']:.3f} bohr, E0 = {numeric['E0']:.6f} hartree")
print(f"diagonalization: kinetic energy = {numeric['kinetic']:.6f} hartree")
print(f"diagonalization: field energy F*w = {F*numeric['w']:.6f} hartree")
print("widths at m = 1 (diagonalization):")
for f, w in zip(fields, w_field):
    print(f"  F = {f:.1e} a.u.: w = {w:.3f} bohr")
print(f"widths at F = {F:.1e} a.u. (diagonalization):")
for mm, w in zip(masses, w_mass):
    print(f"  m = {mm:.2f} m_e: w = {w:.3f} bohr")
print(f"fitted power of field = {power_F:.5f}; of mass = {power_m:.5f}")
print(f"kT at {temperature:.0f} K = {kT:.6f} hartree")
print(f"subband gap = {numeric['gap']:.6f} hartree; gap/kT = {numeric['gap']/kT:.2f}")
print(f"classical width kT/F = {w_classical:.3f} bohr")
print(f"exponential shape: <zQ>/<z> = {ratio}")
print(f"share s = 0.5: power of field = {power_half_F:.5f}, of mass = {power_half_m:.5f}")
print(f"fixed depletion field = {f_dep:.1e} a.u., m = 1, self-consistent:")
for f, s, w, k in zip(surface, shares, w_gated, prefactors):
    print(f"  F_s = {f:.1e} a.u., s = {s:.3f}: w = {w:.3f} bohr, "
          f"w(mF_s)^(1/3) = {k:.4f}, trial w = {width_trial(m, f, s):.3f} bohr")
print(f"fitted power of F_s at fixed depletion field = {power_gated:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
mass m = 1.00 m_e; field F = 2.0e-04 a.u. = 1.028 MV/cm
length L = (mF)^(-1/3), crude estimate c=1: 17.100 bohr = 0.905 nm
crude energy 3FL/2 = 0.005130 hartree
exponential shape: c = 2.2500, w = 22.407 bohr, E = 0.006722 hartree
half-Gaussian shape: c = 1.9099, w = 21.216 bohr, E = 0.006365 hartree
first two Airy zeros (magnitude): 2.33811, 4.08795
Airy result: c = 1.8936, w/L = 1.2372
Airy result: w = 21.155 bohr = 1.119 nm
Airy result: E0 = 0.006347 hartree = 172.7 meV
Airy result: spread of z = 9.461 bohr
diagonalization: w = 21.155 bohr, E0 = 0.006347 hartree
diagonalization: kinetic energy = 0.002116 hartree
diagonalization: field energy F*w = 0.004231 hartree
widths at m = 1 (diagonalization):
  F = 5.0e-05 a.u.: w = 33.582 bohr
  F = 1.0e-04 a.u.: w = 26.654 bohr
  F = 2.0e-04 a.u.: w = 21.155 bohr
  F = 4.0e-04 a.u.: w = 16.791 bohr
widths at F = 2.0e-04 a.u. (diagonalization):
  m = 0.25 m_e: w = 33.582 bohr
  m = 0.50 m_e: w = 26.654 bohr
  m = 1.00 m_e: w = 21.155 bohr
  m = 2.00 m_e: w = 16.791 bohr
fitted power of field = -0.33334; of mass = -0.33334
kT at 300 K = 0.000950 hartree
subband gap = 0.004750 hartree; gap/kT = 5.00
classical width kT/F = 4.750 bohr
exponential shape: <zQ>/<z> = 11/32
share s = 0.5: power of field = -0.33334, of mass = -0.33334
fixed depletion field = 5.0e-05 a.u., m = 1, self-consistent:
  F_s = 1.0e-04 a.u., s = 0.500: w = 30.258 bohr, w(mF_s)^(1/3) = 1.4044, trial w = 32.233 bohr
  F_s = 2.0e-04 a.u., s = 0.750: w = 26.330 bohr, w(mF_s)^(1/3) = 1.5398, trial w = 28.086 bohr
  F_s = 4.0e-04 a.u., s = 0.875: w = 22.229 bohr, w(mF_s)^(1/3) = 1.6378, trial w = 23.640 bohr
fitted power of F_s at fixed depletion field = -0.2224
ALL CHECKS PASSED
```
